# First electron level of a square InAs wire with Kane nonparabolicity: verification in Python

```python
"""First electron level of a square hard-wall InAs wire in the two-band Kane model.

Result under test: E*(1 + alpha*E) = gamma, alpha = 1/gap, where
gamma = hbar^2*pi^2/(m*L^2) is the parabolic level, L the side of the square,
m the band-edge mass, and E the energy above the bulk conduction-band edge.
The conduction envelope vanishes on the wall; valence envelopes are free there.
Energies are in eV, lengths in nm, masses in free-electron masses.
Material and barrier parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, kron
from scipy.sparse.linalg import eigsh
from scipy.special import comb

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m0), eV nm^2
HARTREE = const.physical_constants["Hartree energy in eV"][0]
side, mass, gap = 10.0, 0.023, 0.35
split_off = 0.39
gap_cold = 0.41
mass_alt = 0.026
barrier, barrier_mass = 2.5, 0.25
eps_wire, eps_oxide = 15.0, 9.0
temperature = 300.0


def kane_root(parabolic, band_gap):
    """Electron root of E*(1 + E/band_gap) = parabolic."""
    a = 1 / band_gap
    return (-1 + np.sqrt(1 + 4 * a * parabolic)) / (2 * a)


alpha = 1 / gap
k_squared = 2 * (np.pi / side)**2
gamma = KIN * k_squared / mass
level = kane_root(gamma, gap)
second = kane_root(2.5 * gamma, gap)
weight = (level + gap) / (2 * level + gap)
mass_z = mass * (1 + 2 * alpha * level)
P = np.sqrt(gap * KIN / mass)                            # coupling, eV nm


# Coupled conduction and valence envelopes on a staggered grid.
def gradient(n):
    h = side / (n + 1)
    d = np.zeros((n + 1, n))
    i = np.arange(n)
    d[i, i] = 1 / h
    d[i + 1, i] = -1 / h
    one = np.eye(n)
    return np.vstack([np.kron(d, one), np.kron(one, d)])


def coupled_wire(n, kz):
    """First two electron levels and conduction weight of the first."""
    g = np.vstack([gradient(n), kz * np.eye(n * n)])
    n_c, n_v = n * n, g.shape[0]
    ham = np.zeros((n_c + n_v, n_c + n_v))
    ham[n_c:, :n_c] = P * g
    ham[:n_c, n_c:] = P * g.T
    ham[n_c:, n_c:] = -gap * np.eye(n_v)
    energies, vectors = eigh(ham, subset_by_index=[n_v, n_v + 1])
    return np.array([energies[0], energies[1], np.sum(vectors[:n_c, 0]**2)])


def extrapolate(function):
    """Remove the error of second order in the grid step."""
    return (4 * function(19) - function(9)) / 3


grid_gamma = extrapolate(
    lambda n: KIN / mass * np.linalg.eigvalsh(gradient(n).T @ gradient(n))[0])
assert abs(grid_gamma - gamma) < 2e-5
grid_zero = extrapolate(lambda n: coupled_wire(n, 0.0))
assert abs(grid_zero[0] - level) < 5e-5
assert abs(grid_zero[1] - second) < 1e-3     # shorter wave, larger grid error
assert abs(grid_zero[2] - weight) < 2e-4
kz = 0.03
grid_moving = extrapolate(lambda n: coupled_wire(n, kz))
grid_mass_z = KIN * kz**2 / (grid_moving[0] - grid_zero[0])
assert abs(grid_mass_z / mass_z - 1) < 5e-3  # finite kz adds a quartic term
assert round(gamma, 2) == 0.33 and round(level, 2) == 0.21


# Expansion of the electron root in powers of alpha*gamma.
def partial_sums(parabolic, terms):
    n = np.arange(terms)
    catalan = comb(2 * n, n) / (n + 1)
    return np.cumsum(catalan * (-alpha)**n * parabolic**(n + 1))


wide_side = 40.0
gamma_wide = gamma * (side / wide_side)**2
sums_wide = partial_sums(gamma_wide, 25)
assert abs(sums_wide[-1] - kane_root(gamma_wide, gap)) < 1e-9
sums = partial_sums(gamma, 12)
assert np.all(np.diff(np.abs(sums - level)[1:]) > 0)
series_side = side * np.sqrt(4 * alpha * gamma)


# Three-level Kane matrix with spin-orbit splitting and free-electron term.
P3_squared = (KIN / mass - KIN) / (2 / (3 * gap) + 1 / (3 * (gap + split_off)))


def three_level(k2):
    c1, c2 = np.sqrt(2 * P3_squared * k2 / 3), np.sqrt(P3_squared * k2 / 3)
    ham = np.array([[KIN * k2, c1, c2], [c1, -gap, 0], [c2, 0, -gap - split_off]])
    return np.linalg.eigvalsh(ham)[-1]


small_k2 = 1e-5
assert abs(KIN * small_k2 / three_level(small_k2) / mass - 1) < 1e-3
level_three = three_level(k_squared)
assert round(level_three, 2) == 0.21

# Cooling at fixed coupling P, and another band-edge mass.
mass_cold = KIN * gap_cold / P**2
level_cold = kane_root(KIN * k_squared / mass_cold, gap_cold)
gamma_alt = KIN * k_squared / mass_alt
level_alt = kane_root(gamma_alt, gap)


# Finite barrier: linear finite elements on a quarter of the cross-section.
def segment_matrices(well_cells, barrier_cells, depth=2.0):
    x = np.concatenate([np.linspace(0, side / 2, well_cells + 1),
                        side / 2 + np.linspace(0, depth, barrier_cells + 1)[1:]])
    size = len(x)
    kw, mw, kb, mb = (np.zeros((size, size)) for _ in range(4))
    for i in range(size - 1):
        h = x[i + 1] - x[i]
        stiff, overlap = (kw, mw) if i < well_cells else (kb, mb)
        stiff[i:i + 2, i:i + 2] += np.array([[1, -1], [-1, 1]]) / h
        overlap[i:i + 2, i:i + 2] += np.array([[2, 1], [1, 2]]) * h / 6
    return [a[:-1, :-1] for a in (kw, mw, kb, mb)]


def soft_wall_level(well_mass, matrices):
    kw, mw, kb, mb = [csc_matrix(a) for a in matrices]
    k_all, m_all = kw + kb, mw + mb
    d_w, d_b = KIN / well_mass, KIN / barrier_mass
    overlap = kron(m_all, m_all, format="csc")
    ham = (d_b * (kron(k_all, m_all) + kron(m_all, k_all))
           + (d_w - d_b) * (kron(kw, mw) + kron(mw, kw))
           + barrier * (overlap - kron(mw, mw))).tocsc()
    start = np.ones(ham.shape[0])
    return eigsh(ham, k=1, M=overlap, sigma=0, v0=start,
                 return_eigenvectors=False)[0]


fine, coarse = segment_matrices(40, 40), segment_matrices(20, 20)
kw, mw, kb, mb = fine
line_fem = eigh(KIN / mass * kw + KIN / barrier_mass * kb + barrier * mb,
                mw + mb, eigvals_only=True, subset_by_index=[0, 0])[0]


def matching(energy):
    k_in = np.sqrt(energy * mass / KIN)
    decay = np.sqrt((barrier - energy) * barrier_mass / KIN)
    return (k_in / mass * np.sin(k_in * side / 2)
            - decay / barrier_mass * np.cos(k_in * side / 2))


line_exact = brentq(matching, 1e-6, gamma / 2)
assert abs(line_fem - line_exact) < 3e-4
soft_parabolic = soft_wall_level(mass, fine)
assert abs(soft_parabolic - soft_wall_level(mass, coarse)) < 1.5e-3
soft_kane = brentq(
    lambda e: soft_wall_level(mass * (1 + alpha * e), fine) - e,
    0.01, 0.3, xtol=1e-6)
assert soft_kane < soft_parabolic < gamma and soft_kane < level

thermal = const.k * temperature / const.e
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
image_scale = coulomb / side * (1 / eps_oxide - 1 / eps_wire)

print(f"Wire side: {side:.1f} nm")
print(f"Band-edge mass (rough): {mass:.3f} m0")
print(f"Gap at 300 K (rough): {gap:.2f} eV")
print(f"hbar^2/(2 m0): {KIN:.5f} eV nm^2")
print(f"Transverse k^2: {k_squared:.5f} nm^-2")
print(f"Kane alpha: {alpha:.4f} 1/eV")
print(f"Coupling P: {P:.4f} eV nm")
print(f"Parabolic level gamma: {gamma:.4f} eV = {gamma/HARTREE:.5f} hartree")
print(f"alpha*gamma: {alpha*gamma:.4f}")
print(f"Square root of 1+4*alpha*gamma: {np.sqrt(1+4*alpha*gamma):.4f}")
print(f"Kane level: {level:.4f} eV = {level/HARTREE:.5f} hartree")
print(f"Valence-branch root: {-gap-level:.4f} eV")
print(f"Lowering by Kane correction: {gamma-level:.4f} eV")
print(f"Kane level from coupled-envelope grid: {grid_zero[0]:.4f} eV")
print(f"Conduction weight, formula: {weight:.4f}")
print(f"Conduction weight, grid: {grid_zero[2]:.4f}")
print(f"Mass along wire, formula: {mass_z:.4f} m0")
print(f"Mass along wire, grid: {grid_mass_z:.4f} m0")
print(f"Second Kane level: {second:.4f} eV")
print(f"Spacing of first two levels: {second-level:.4f} eV")
print(f"Series through first order in alpha: {sums[1]:.4f} eV")
print(f"Series through second order in alpha: {sums[2]:.4f} eV")
print(f"Series through third order in alpha: {sums[3]:.4f} eV")
print(f"Smallest side for series convergence: {series_side:.2f} nm")
print(f"Split-off energy (rough): {split_off:.2f} eV")
print(f"Level with split-off band and free term: {level_three:.4f} eV")
print(f"Shift from these two: {level_three-level:+.4f} eV")
print(f"Gap when cold, near 80 K (rough): {gap_cold:.2f} eV")
print(f"Mass when cold at fixed P: {mass_cold:.4f} m0")
print(f"Kane level when cold: {level_cold:.4f} eV")
print(f"Alternative band-edge mass (rough): {mass_alt:.3f} m0")
print(f"Parabolic level for that mass: {gamma_alt:.4f} eV")
print(f"Kane level for that mass: {level_alt:.4f} eV")
print(f"Thermal energy at {temperature:.0f} K: {thermal:.4f} eV")
print(f"Permittivities, wire and oxide (rough): {eps_wire:.0f}, {eps_oxide:.0f}")
print(f"Dielectric self-energy scale: {image_scale:.4f} eV")
print(f"Oxide barrier (rough): {barrier:.1f} eV")
print(f"Oxide barrier mass (rough): {barrier_mass:.2f} m0")
print(f"Parabolic level, finite barrier: {soft_parabolic:.3f} eV")
print(f"Kane level, finite barrier: {soft_kane:.3f} eV")
print(f"Kane lowering, finite barrier: {soft_parabolic-soft_kane:.3f} eV")
print(f"Shift of Kane level by finite barrier: {soft_kane-level:+.3f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Wire side: 10.0 nm
Band-edge mass (rough): 0.023 m0
Gap at 300 K (rough): 0.35 eV
hbar^2/(2 m0): 0.03810 eV nm^2
Transverse k^2: 0.19739 nm^-2
Kane alpha: 2.8571 1/eV
Coupling P: 0.7614 eV nm
Parabolic level gamma: 0.3270 eV = 0.01202 hartree
alpha*gamma: 0.9342
Square root of 1+4*alpha*gamma: 2.1765
Kane level: 0.2059 eV = 0.00757 hartree
Valence-branch root: -0.5559 eV
Lowering by Kane correction: 0.1211 eV
Kane level from coupled-envelope grid: 0.2059 eV
Conduction weight, formula: 0.7297
Conduction weight, grid: 0.7297
Mass along wire, formula: 0.0501 m0
Mass along wire, grid: 0.0501 m0
Second Kane level: 0.3878 eV
Spacing of first two levels: 0.1819 eV
Series through first order in alpha: 0.0215 eV
Series through second order in alpha: 0.5923 eV
Series through third order in alpha: -0.7408 eV
Smallest side for series convergence: 19.33 nm
Split-off energy (rough): 0.39 eV
Level with split-off band and free term: 0.2149 eV
Shift from these two: +0.0091 eV
Gap when cold, near 80 K (rough): 0.41 eV
Mass when cold at fixed P: 0.0269 m0
Kane level when cold: 0.1906 eV
Alternative band-edge mass (rough): 0.026 m0
Parabolic level for that mass: 0.2893 eV
Kane level for that mass: 0.1881 eV
Thermal energy at 300 K: 0.0259 eV
Permittivities, wire and oxide (rough): 15, 9
Dielectric self-energy scale: 0.0064 eV
Oxide barrier (rough): 2.5 eV
Oxide barrier mass (rough): 0.25 m0
Parabolic level, finite barrier: 0.146 eV
Kane level, finite barrier: 0.127 eV
Kane lowering, finite barrier: 0.019 eV
Shift of Kane level by finite barrier: -0.079 eV
ALL CHECKS PASSED
```
